# Laser-Flash Half-Rise Time of a 1 mm Silicon Slab

**Problem.** In a laser-flash measurement, a short light pulse heats the front face of a slab and a detector follows the temperature of the rear face. Take a silicon slab of thickness $L=1$ mm and thermal diffusivity $\alpha=0.89\ \mathrm{cm^2/s}$. The ideal measurement has these properties:

- the pulse is instantaneous, uniform over the face, and absorbed in a vanishingly thin layer at the front;
- heat flows only through the thickness, and neither face loses heat;
- the material properties do not change during the measurement.

The half-rise time $t_{1/2}$ is the time from the pulse until the rear face has reached half its final temperature rise. Show that it is about 1.6 ms.

## Hints

1. Let $T(x,t)$ be the temperature rise above the initial temperature, with $x=0$ at the front and $x=L$ at the rear. What does an insulated face require of $\partial T/\partial x$?
2. Energy conservation gives the final rise without solving the heat equation. Use it as the unit of temperature.
3. Look for solutions that are a function of $x$ times a function of $t$. Which cosines fit between two insulated faces?
4. To find the coefficients, spread the pulse energy over a front layer of thickness $\varepsilon$, then let $\varepsilon\to0$.
5. At the rear face the series depends on time through a single number $q$ between 0 and 1. Solve first with one term, then use the next term as a correction.

## Full solution

### The heat equation and the final rise

Let $C$ be the heat capacity per volume and $k$ the thermal conductivity. Fourier's law gives the heat flux $j=-k\,\partial T/\partial x$. A slice between $x$ and $x+dx$ gains energy at the rate at which heat enters minus the rate at which it leaves:

$$C\,\frac{\partial T}{\partial t}\,dx=j(x)-j(x+dx)=-\frac{\partial j}{\partial x}\,dx .$$

Inserting Fourier's law and dividing by $C\,dx$,

$$\frac{\partial T}{\partial t}=\alpha\frac{\partial^2T}{\partial x^2},\qquad \alpha=\frac{k}{C}.$$

No flux crosses an insulated face, so $\partial T/\partial x=0$ at $x=0$ and at $x=L$.

Let $Q$ be the absorbed energy per area. None of it leaves, and at late times it is spread evenly. Hence $CLT_\infty=Q$, and the final rise is

$$T_\infty=\frac{Q}{CL}.$$

### The modes

Insert $T=X(x)G(t)$ into the heat equation and divide by $\alpha XG$:

$$\frac{1}{\alpha G}\frac{dG}{dt}=\frac{1}{X}\frac{d^2X}{dx^2}=s .$$

The left side depends on $t$ alone and the middle on $x$ alone, so $s$ is a constant. To find its sign, multiply $X''=sX$ by $X$ and integrate over the slab. Integration by parts gives

$$s\int_0^LX^2dx=\big[XX'\big]_0^L-\int_0^L(X')^2dx=-\int_0^L(X')^2dx ,$$

because $X'$ vanishes at both faces. Thus $s\le0$, and we may write $s=-\kappa^2$. For $\kappa>0$ the solution is $X=A\cos\kappa x+B\sin\kappa x$. The front condition $X'(0)=B\kappa=0$ removes the sine. The rear condition $-A\kappa\sin\kappa L=0$ requires $\kappa=n\pi/L$ with integer $n$. The case $n=0$ is the constant mode. The time factor obeys $dG/dt=-\alpha\kappa^2G$, so

$$T(x,t)=a_0+\sum_{n=1}^{\infty}a_n\cos\frac{n\pi x}{L}\;e^{-n^2\pi^2\alpha t/L^2}.$$

### The coefficients

At $t=0$ let the rise be $Q/(C\varepsilon)$ for $0<x<\varepsilon$ and zero elsewhere; this contains the energy $Q$ per area. Integrating the series over the slab removes every cosine and leaves $a_0L=Q/C$, so $a_0=T_\infty$.

For $n\ge1$, multiply by $\cos(n\pi x/L)$ and integrate. The product of two different cosines integrates to zero, since it is half the sum of two cosines that each complete a whole number of half-periods. The square of one cosine integrates to $L/2$. Therefore

$$a_n\frac L2=\frac{Q}{C\varepsilon}\int_0^\varepsilon\cos\frac{n\pi x}{L}\,dx
=\frac QC\;\frac{\sin(n\pi\varepsilon/L)}{n\pi\varepsilon/L}\;\longrightarrow\;\frac QC$$

as $\varepsilon\to0$. This gives $a_n=2Q/(CL)=2T_\infty$. At any $t>0$ the exponentials make the series converge rapidly, so the limit may be taken term by term.

### The rear face

At $x=L$ the cosine is $\cos n\pi=(-1)^n$. Define $V(t)=T(L,t)/T_\infty$ and

$$q=e^{-t/\tau},\qquad \tau=\frac{L^2}{\pi^2\alpha}.$$

Then

$$V=1+2\sum_{n=1}^{\infty}(-1)^nq^{n^2}=1-2q+2q^4-2q^9+\cdots .$$

The pulse energy and the heat capacity have cancelled. They set how large the signal is, but its shape in time depends only on $\alpha/L^2$. The method can therefore find a diffusivity without knowing the absorbed energy.

### Why there is one half-rise time

We need to know that $V$ passes through $1/2$ only once. At late times, differentiate the series using $dq^{n^2}/dt=-(n^2/\tau)q^{n^2}$:

$$\frac{dV}{dt}=\frac2\tau\left(q-4q^4+9q^9-\cdots\right).$$

The ratio of successive magnitudes is $[(n+1)/n]^2q^{2n+1}$, which is at most $4q^3$. If $4q^3<1$, the terms alternate and shrink, so the sum has the sign of its first term and $V$ rises. This covers $t>\tau(\ln4)/3$, or about 0.53 ms here.

For early times, a second form of the solution is better. In an infinite medium, an energy $Q'$ per area released on the plane $x=x'$ produces the rise

$$\frac{Q'}{C\sqrt{4\pi\alpha t}}\;e^{-(x-x')^2/(4\alpha t)} .$$

Its integral over $x$ is $Q'/C$. Applying either $\partial/\partial t$ or $\alpha\,\partial^2/\partial x^2$ multiplies it by $(x-x')^2/(4\alpha t^2)-1/(2t)$, so it obeys the heat equation. Now place sources of strength $2Q$ at $x'=0,\pm2L,\pm4L,\ldots$. This pattern is symmetric about $x=0$ and about $x=L$, so the slope vanishes at both faces. Half of the source at $x'=0$ enters the slab, which is the required energy $Q$.

Seen from $x=L$, the sources lie at distances $L,3L,5L,\ldots$, with two at each distance. Adding them and dividing by $T_\infty=Q/(CL)$,

$$V=\frac{CL}{Q}\,\frac{2\cdot2Q}{C\sqrt{4\pi\alpha t}}\sum_{m=0}^{\infty}e^{-(2m+1)^2L^2/(4\alpha t)}
=\frac{2L}{\sqrt{\pi\alpha t}}\sum_{m=0}^{\infty}e^{-(2m+1)^2L^2/(4\alpha t)} .$$

Each term has the form $t^{-1/2}e^{-b/t}$ apart from a constant. Its logarithmic derivative is $-1/(2t)+b/t^2$, which is positive for $t<2b$. The smallest $b$ is $L^2/(4\alpha)$, so all terms rise while $t<L^2/(2\alpha)$, or about 5.6 ms here. The two time ranges overlap. Hence $V$ rises steadily from 0 to 1 and crosses $1/2$ once.

### Solving for the half rise

Set $V=1/2$ in the cosine series, move the constants to one side and divide by 2:

$$q-q^4+q^9-\cdots=\frac14 .$$

With one term, $q=1/4$ and $t/\tau=\ln4=1.3863$. This gives

$$t\approx\frac{(\ln4)L^2}{\pi^2\alpha}=1.578\ \mathrm{ms},$$

which already rounds to 1.6 ms. To improve it, keep $q^4$ and iterate $q=\tfrac14+q^4$:

$$0.25\;\to\;0.25391\;\to\;0.25416\;\to\;0.25417 .$$

The next term is $q^9\approx4\times10^{-6}$, too small to matter here. Thus

$$\frac{t_{1/2}}{\tau}\approx-\ln0.25417\approx1.370,$$

and the full series gives 1.3698. Dividing by $\pi^2$,

$$\boxed{t_{1/2}=0.1388\,\frac{L^2}{\alpha}}$$

For the slab, $L^2=0.01\ \mathrm{cm^2}$, so

$$t_{1/2}=0.1388\times\frac{0.01\ \mathrm{cm^2}}{0.89\ \mathrm{cm^2/s}}
=1.56\times10^{-3}\ \mathrm{s}=1.56\ \mathrm{ms}\approx1.6\ \mathrm{ms}.$$

The one-term answer is 1.2% above this value. A separate calculation that divides the slab into thin cells and follows the heat between them, without the cosine series, also gives 1.559 ms.

The source form offers a check by hand. At $\alpha t/L^2=0.1388$, its first term is

$$\frac{2}{\sqrt{0.1388\,\pi}}\,e^{-1/(4\times0.1388)}\approx3.029\times0.1651\approx0.500 .$$

The next term contains $e^{-9/(4\times0.1388)}\approx10^{-7}$ and can be dropped.

### Reading the result

The simple estimate $L^2/\alpha$ is 11.2 ms, seven times too long. The slowest non-uniform mode decays in $\tau=1.14$ ms, shorter by $\pi^2$, and the half rise comes after 1.37 of these decay times.

The ideal rear-face curve has these values:

| Time (ms) | Fraction of final rise |
|---|---|
| 0.5 | 0.019 |
| 1.0 | 0.228 |
| 2.0 | 0.657 |
| 3.0 | 0.857 |
| 5.0 | 0.975 |

At 5 ms, $1-2q$ is enough. At 0.5 ms, however, $q=0.645$ and $1-2q=-0.29$, which is not even a positive rise. The one-term formula is a late-time approximation that still works well at the half rise.

To measure diffusivity, turn the result around: $\alpha=0.1388\,L^2/t_{1/2}$. For small errors,

$$\frac{\delta\alpha}{\alpha}=2\frac{\delta L}{L}-\frac{\delta t_{1/2}}{t_{1/2}} .$$

A thickness entered 1% too large therefore makes the inferred diffusivity about 2% too large.

### The ideal slab and a real measurement

The diffusivity used here is a rough value for lightly doped crystalline silicon near room temperature, and 1 mm is somewhat thicker than a common large wafer. The following shifts use rough typical parameters. Except for the temperature of use, each is small enough to leave the time near 1.6 to 1.7 ms when taken alone.

- **Pulse duration.** A square pulse of 0.3 ms delays the half rise by 9.8% when time is counted from the start of the pulse. This is the largest of the room-temperature shifts in this list; Variation 1 explains it.
- **Coatings.** Silicon needs an opaque coating for some laser wavelengths, as Variation 2 shows. Take 5 µm of graphite on each face, with conductivity 1 W/(m K), heat capacity 1 J/(cm³ K) and perfect thermal contact. For an instantaneous pulse the half rise moves to 1.60 ms, a delay of 2.8%. The delay grows quickly with a thicker or poorer coating: 10 µm on each face gives about 9%, 15 µm about 18%, and 5 µm at 0.2 W/(m K) about 9%.
- **Self-heating.** Let $\alpha$ fall as the absolute temperature to the power $-1.7$, at constant heat capacity. With a final rise of 2 K from 300 K and the 0.3 ms pulse, the half rise comes about 1% later than with constant $\alpha$ and the same pulse. The front is briefly much hotter than the average: it has risen by about 14 K at the end of the pulse.
- **Heat loss.** Radiation and weak convection give a heat-transfer coefficient $h$ of about 11 W/(m² K). The ratio $hL/k$ is then $7.5\times10^{-5}$. Measured at half the actual maximum, the time shortens by only 0.014%.
- **Temperature of use.** At 400 K the same power law gives $\alpha=0.55\ \mathrm{cm^2/s}$ and an ideal half-rise time of 2.5 ms. The value 1.6 ms thus belongs to silicon near room temperature.

Uneven illumination, detector delay and poor contact between coating and silicon are not included in these numbers. Uneven illumination breaks the one-dimensional assumption, because heat then also flows sideways. Fourier's law itself requires the slab to be much thicker than the distance that heat-carrying vibrations travel between collisions.

## Variation 1: a pulse of finite duration

*The same energy arrives at a constant rate during $p=0.3$ ms. When does the rear face reach half its final rise, counted from the start of the pulse?*

The heat equation is linear, so the responses to short parts of the pulse add. After the pulse has ended,

$$V_p(t)=\frac1p\int_0^pV(t-s)\,ds .$$

Let $t_c=t-p/2$ be the time since the middle of the pulse, and put $s=p/2+u$. Expand $V(t_c-u)$ in $u$ and average from $-p/2$ to $p/2$. The linear term vanishes and the average of $u^2$ is $p^2/12$, so

$$V_p(t)\approx V(t_c)+\frac{p^2}{24}V''(t_c).$$

To leading order, then, the rear face responds as if all the energy had arrived at the middle of the pulse. The delay is $p/2=0.15$ ms.

For the correction, write $t_c=t_{1/2}+\delta$. Since $V(t_{1/2})=1/2$, the half-rise condition becomes $V'\delta+p^2V''/24=0$, or

$$\delta=-\frac{p^2}{24}\frac{V''}{V'} .$$

Differentiating the cosine series twice and using $q=0.25417$,

$$\frac{V''}{V'}=\frac1\tau\,\frac{-q+16q^4-81q^9}{q-4q^4+9q^9}
\approx\frac1\tau\,\frac{-0.1878}{0.2375}=-\frac{0.79}{\tau}.$$

With $\tau=1.14$ ms this gives $\delta\approx0.0026$ ms. The expected delay is $0.15+0.0026=0.1526$ ms. Direct integration over the pulse also gives 0.1526 ms, placing the half rise at 1.712 ms.

If this time were put into the ideal formula without correction, the inferred diffusivity would be $0.81\ \mathrm{cm^2/s}$, about 9% too low. Subtracting half the pulse duration first gives 1.562 ms and $0.889\ \mathrm{cm^2/s}$. This correction assumes a square pulse that is short compared with the half-rise time.

## Variation 2: light that penetrates bare silicon

*The slab has no coating, and the light is absorbed over a depth $d$ instead of at the surface. What happens to the half-rise time?*

Consider an instantaneous pulse that crosses the slab once, ignoring light reflected back from the rear face. Assume also that the light turns into heat at once, at the place where it is absorbed. The initial rise is $T(x,0)=Ae^{-x/d}$. Its average over the slab is the final rise:

$$T_\infty=\frac AL\int_0^Le^{-x/d}dx=\frac{Ad}{L}\left(1-e^{-L/d}\right).$$

The rear face therefore starts at

$$V(0)=\frac{Ae^{-L/d}}{T_\infty}=\frac{L}{d}\,\frac{e^{-L/d}}{1-e^{-L/d}}=\frac{L/d}{e^{L/d}-1}.$$

For laser light near 1064 nm, the absorption depth in silicon at room temperature is roughly 1 mm. With $d=L$,

$$V(0)=\frac1{e-1}=0.582 .$$

In this model the rear face is already past half its final rise before any heat has had time to diffuse. The ideal formula cannot be used, and an opaque front coating is needed at this wavelength.

The opposite limit, $d\ll L$, shows how thin the absorbing layer must be. Almost no light then reaches the rear, so the integral for the coefficients may be extended to infinity:

$$\frac{a_n}{2T_\infty}\approx\frac1d\int_0^\infty e^{-x/d}\cos\frac{n\pi x}{L}\,dx
=\frac{1}{1+(n\pi d/L)^2}\approx e^{-n^2\pi^2d^2/L^2}.$$

The last step holds when $n\pi d/L$ is small for the modes that matter. This factor has the same form as the decay factor $e^{-n^2\pi^2\alpha t/L^2}$ after a time $d^2/\alpha$. The heat begins slightly spread out, as if it had already diffused for that long, and the half rise comes earlier by about $d^2/\alpha$.

For $d=0.1$ mm the advance is about 0.11 ms, or 7% of the ideal time. For $d=0.01$ mm it is a hundred times smaller, about 0.001 ms, so within this model surface absorption is a good approximation.

Real bare silicon can depart from the model. Much of the absorbed energy first goes into mobile electrons and holes, and becomes heat only when they recombine. If they travel well beyond $d$ and recombine within a fraction of a millisecond, the half rise can come much earlier than estimated here. If they survive for several milliseconds, as they can in clean silicon with passivated surfaces, the heat is released late and the half rise can come later instead. A small absorption depth alone therefore does not justify the ideal formula for bare silicon. An opaque coating avoids the problem by absorbing the light before it reaches the silicon.

The main computed values are collected in the numerical output below.

## Computed values

```
slab thickness: 1.00 mm
diffusivity: 0.89 cm2/s
L^2/alpha: 11.236 ms
one-term dimensionless time ln 4: 1.3863
one-term half-rise time: 1.5782 ms
two-term root q: 0.25417
two-term dimensionless time: 1.36974
full-series dimensionless time: 1.36976
prefactor alpha*t_half/L^2: 0.13879
ideal half-rise time, series: 1.5594 ms
ideal half-rise time, finite volumes: 1.5594 ms
rear rise / final rise at 0.5 ms: 0.0194
rear rise / final rise at 1.0 ms: 0.2279
rear rise / final rise at 2.0 ms: 0.6566
rear rise / final rise at 3.0 ms: 0.8566
rear rise / final rise at 5.0 ms: 0.9752
time shift for 1 percent more thickness: 2.01 %
square pulse duration: 0.30 ms
half-rise time from pulse start: 1.7120 ms
pulse delay: 0.1526 ms = 9.8 %
bare-silicon absorption depth, rough: 1.0 mm
bare-silicon initial rear / final rise: 0.582
graphite thickness on each face: 5.0 um
graphite conductivity, rough: 1.0 W/(m K)
graphite heat capacity, rough: 1.0 J/(cm3 K)
silicon heat capacity, rough: 1.66 J/(cm3 K)
silicon conductivity: 147.7 W/(m K)
half-rise time with coatings, instant pulse: 1.6031 ms
coating time shift: 2.81 %
surface heat-transfer coefficient: 11.12 W/(m2 K)
Biot number: 7.53e-05
heat-loss time shift: -0.0142 %
base temperature: 300 K
final temperature rise: 2.0 K
front-cell rise at pulse end: 13.7 K
diffusivity temperature exponent, rough: 1.7
self-heating time shift: 1.05 %
estimated diffusivity at 400 K: 0.546 cm2/s
ideal half-rise time at 400 K: 2.543 ms
```
